# The 1 − cos θ weight and magnetic scattering in a Rashba gas: test program

```python
"""
Result under test: in a Rashba gas with impurities (a + b sigma_x) delta(r), the
state-by-state weight 1 - cos(theta) does not solve the linear Boltzmann equation.
The exact conductivities, in units sigma0 = e^2 N v^2 / Gamma0, are
    xx: [1 + d eta^2/(1 + R - d)]/(1 + R),    yy: (1 + R eta^2)/[R (1 + R)]
with N = m/(pi hbar^2), Gamma0 = pi N (A + B)/hbar, eta = alpha/(hbar v),
A = sum n a^2, B = sum n b^2, C = sum n a b over impurity species of density n,
d = (A - B)/(A + B), c = 2C/(A + B), R = sqrt(1 - c^2).
x is the axis of the impurity moments. H = hbar^2 k^2/2m + alpha (ky sx - kx sy).
Internal units: eV and nm; velocities stand for hbar*v (eV nm), rates for
hbar*Gamma (eV), conductivities for multiples of e^2/hbar.
The numerical side uses diagonalized spinors on numerically found Fermi contours
and solves the dense integral equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

ID = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
HB2_ME = const.hbar**2 / const.m_e / const.e * 1e18      # eV nm^2


def fermi_states(mass, alpha, energy, field=0.0, n_angle=96):
    """States on both Fermi contours; field is a uniform term field*sigma_x."""
    c2 = HB2_ME / mass

    def ham(kx, ky):
        return (0.5 * c2 * (kx**2 + ky**2) * ID
                + alpha * (ky * SX - kx * SY) + field * SX)

    phi = 2 * np.pi * (np.arange(n_angle) + 0.5) / n_angle
    rows, spinors = [], []
    for band in (0, 1):
        for p in phi:
            cx, cy = np.cos(p), np.sin(p)
            k = brentq(lambda q: np.linalg.eigvalsh(ham(q * cx, q * cy))[band]
                       - energy, 1e-9, 5.0, xtol=1e-14, rtol=1e-13)
            u = np.linalg.eigh(ham(k * cx, k * cy))[1][:, band]
            vx = c2 * k * cx - alpha * np.vdot(u, SY @ u).real
            vy = c2 * k * cy + alpha * np.vdot(u, SX @ u).real
            dos = k / abs(vx * cx + vy * cy) / (2 * np.pi * n_angle)
            rows.append((2 * band - 1, p, k, vx, vy, dos))
            spinors.append(u)
    s, p, k, vx, vy, dos = np.array(rows).T
    return dict(s=s, phi=p, k=k, v=np.array([vx, vy]), dos=dos,
                u=np.array(spinors).T)


def golden_rates(st, scatterers):
    """Rates i -> j for a list of (density, 2x2 potential matrix)."""
    total = 0.0
    for density, matrix in scatterers:
        total = total + density * abs(st["u"].conj().T @ matrix @ st["u"])**2
    return 2 * np.pi * total * st["dos"][None, :]


def exact_paths(st, w):
    """Solve v_i = sum_j w_ij (L_i - L_j) for both components."""
    coll = np.diag(w.sum(axis=1)) - w
    lam = np.linalg.lstsq(coll, st["v"].T, rcond=1e-10)[0].T
    assert np.max(abs(coll @ lam.T - st["v"].T)) < 1e-8 * np.max(abs(st["v"]))
    return lam, coll


def recipe_paths(st, w):
    """Mean free paths from the state-by-state weight 1 - cos(theta)."""
    unit = st["v"] / np.linalg.norm(st["v"], axis=0)
    return st["v"] / (w * (1 - unit.T @ unit)).sum(axis=1)


def conductivity(st, lam):
    return np.array([np.sum(st["dos"] * st["v"][i] * lam[i]) for i in (0, 1)])


def band_numbers(mass, alpha, energy):
    c2 = HB2_ME / mass
    k_r = alpha / c2
    root = np.sqrt(k_r**2 + 2 * energy / c2)
    return dict(N=1 / (np.pi * c2), v=c2 * root, eta=k_r / root,
                k_plus=root - k_r, k_minus=root + k_r, c2=c2, k_r=k_r)


def kernel_numbers(species, N):
    A = sum(n * a * a for n, a, b in species)
    B = sum(n * b * b for n, a, b in species)
    C = sum(n * a * b for n, a, b in species)
    return (A - B) / (A + B), 2 * C / (A + B), np.pi * N * (A + B)


def exact_formula(eta, d, c):
    R = np.sqrt(1 - c * c)
    return np.array([(1 + d * eta**2 / (1 + R - d)) / (1 + R),
                     (1 + R * eta**2) / (R * (1 + R))])


def recipe_formula(eta, d, c, n=2000):
    phi = 2 * np.pi * (np.arange(n) + 0.5) / n
    out = np.zeros(2)
    for s in (-1, 1):
        rate = (1 + c * s * np.sin(phi) + 0.5 * c * eta * np.sin(phi)
                + 0.5 * eta * s * (np.sin(phi)**2 + d * np.cos(phi)**2))
        weight = (1 - s * eta) / 2
        out += weight * np.array([np.mean(np.cos(phi)**2 / rate),
                                  np.mean(np.sin(phi)**2 / rate)])
    return out


def matrices(species):
    return [(n, a * ID + b * SX) for n, a, b in species]


def anisotropy(sig):
    return (sig[0] - sig[1]) / (sig[0] + sig[1])


# Control: one isotropic circle, where the 1 - cos(theta) weight must be exact.
ang = 2 * np.pi * np.arange(60) / 60
diff = ang[:, None] - ang[None, :]
w_iso = (1 + 0.6 * np.cos(diff) + 0.3 * np.cos(2 * diff)) / 60
lam_iso = np.linalg.lstsq(np.diag(w_iso.sum(axis=1)) - w_iso, np.cos(ang),
                          rcond=1e-10)[0]
tau_iso = 1 / (w_iso * (1 - np.cos(diff))).sum(axis=1)
assert np.allclose(lam_iso, tau_iso * np.cos(ang), atol=1e-10)

# General closed formulas against the dense solution, including mixed species.
test_sets = [
    [(0.05, 0.1, 0.0)],
    [(0.05, 0.0, 0.1)],
    [(0.05, 0.05, 0.1)],
    [(0.05, 0.1, -0.06)],
    [(0.03, 0.05, 0.1), (0.02, 0.05, -0.1)],
    [(0.04, 0.02, 0.1), (0.10, 0.08, 0.0)],
]
worst = 0.0
for mass_t, alpha_t, energy_t in [(0.1, 0.35, 0.1), (0.2, 0.1, 0.05)]:
    st_t = fermi_states(mass_t, alpha_t, energy_t)
    bn = band_numbers(mass_t, alpha_t, energy_t)
    assert np.allclose(np.linalg.norm(st_t["v"], axis=0), bn["v"], rtol=1e-8)
    assert np.isclose(st_t["dos"].sum(), bn["N"], rtol=1e-8)
    upper = st_t["s"] > 0
    assert np.isclose(st_t["dos"][upper].sum() / bn["N"], (1 - bn["eta"]) / 2,
                      rtol=1e-8)
    for species in test_sets:
        d, c, gam = kernel_numbers(species, bn["N"])
        w_t = golden_rates(st_t, matrices(species))
        s_x = st_t["s"] * np.sin(st_t["phi"])
        assert np.allclose(w_t.sum(axis=1), gam * (1 + c * s_x), rtol=1e-7)
        scale = bn["N"] * bn["v"]**2 / gam
        num = conductivity(st_t, exact_paths(st_t, w_t)[0]) / scale
        rec = conductivity(st_t, recipe_paths(st_t, w_t)) / scale
        err = np.max(abs(num / exact_formula(bn["eta"], d, c) - 1))
        worst = max(worst, err)
        assert err < 1e-7
        assert np.allclose(rec, recipe_formula(bn["eta"], d, c), rtol=1e-7)

# Weak Rashba coupling: the recipe misses the anisotropy by the factor 8/3.
st_w = fermi_states(0.1, 0.008, 0.1)
w_w = golden_rates(st_w, [(0.05, 0.1 * SX)])
weak_ratio = (anisotropy(conductivity(st_w, exact_paths(st_w, w_w)[0]))
              / anisotropy(conductivity(st_w, recipe_paths(st_w, w_w))))
assert abs(weak_ratio - 8 / 3) < 2e-3

# Worked example: purely magnetic impurities.
mass, alpha, energy = 0.1, 0.35, 0.1
n_imp, b_mag = 0.05, 0.1
bn = band_numbers(mass, alpha, energy)
eta, N, v = bn["eta"], bn["N"], bn["v"]
st = fermi_states(mass, alpha, energy)
density = (bn["k_plus"]**2 + bn["k_minus"]**2) / (4 * np.pi)
area = np.sum(st["k"]**2) * np.pi / 96                   # total enclosed k area
assert np.isclose(density, area / (4 * np.pi**2), rtol=1e-8)
gamma0 = kernel_numbers([(n_imp, 0.0, b_mag)], N)[2]
sigma0 = N * v**2 / gamma0
w = golden_rates(st, [(n_imp, b_mag * SX)])
lam, coll = exact_paths(st, w)
sig_exact = conductivity(st, lam)
lam_rec = recipe_paths(st, w)
sig_rec = conductivity(st, lam_rec)

# Exact paths: different factors for x and y, hence no scalar relaxation time.
assert np.allclose(lam[0], st["v"][0] / gamma0 * (1 + st["s"] * eta / 3), atol=1e-5)
assert np.allclose(lam[1], st["v"][1] / gamma0 * (1 - st["s"] * eta), atol=1e-5)
assert np.allclose(sig_exact, sigma0 / 2 * np.array([1 - eta**2 / 3, 1 + eta**2]),
                   rtol=1e-7)
D = np.sqrt(1 - eta**2 / 4)
assert np.allclose(sig_rec, sigma0 / 2 * np.array([2 - 1 / D, 3 / D - 2]), rtol=1e-7)

# Variant with the weight 1 - v'_i/v_i for field direction i.
sig_dir = np.zeros(2)
for i in (0, 1):
    inv_tau = (w * (1 - st["v"][i][None, :] / st["v"][i][:, None])).sum(axis=1)
    sig_dir[i] = np.sum(st["dos"] * st["v"][i]**2 / inv_tau)
assert np.allclose(sig_dir, sigma0 / 2 * np.array([1 - eta**2 / 2, 1 + eta**2 / 2])
                   / (1 - eta**2 / 4), rtol=1e-7)

# Variational lower bound with the recipe's paths as trial function.
bound = np.array([sig_rec[i]**2 / np.sum(st["dos"] * lam_rec[i] * (coll @ lam_rec[i]))
                  for i in (0, 1)])
assert np.all(bound <= sig_exact * (1 + 1e-9))
sym = st["dos"][:, None] * coll
assert np.allclose(sym, sym.T, atol=1e-12)
assert np.linalg.eigvalsh(0.5 * (sym + sym.T)).min() > -1e-12

# Scalar impurities of the same strength: Drude value and failure of the recipe.
w_s = golden_rates(st, [(n_imp, b_mag * ID)])
sig_scalar = conductivity(st, exact_paths(st, w_s)[0])
sig_scalar_rec = conductivity(st, recipe_paths(st, w_s))
assert np.allclose(sig_scalar, density * bn["c2"] / gamma0, rtol=1e-7)

# Polarised impurities with both potential and exchange parts.
a_mix = b_mag / 2
d_mix, c_mix, gamma_mix = kernel_numbers([(n_imp, a_mix, b_mag)], N)
scale_mix = N * v**2 / gamma_mix
w_m = golden_rates(st, [(n_imp, a_mix * ID + b_mag * SX)])
mix_exact = conductivity(st, exact_paths(st, w_m)[0])
mix_rec = conductivity(st, recipe_paths(st, w_m))
assert np.allclose(mix_exact, scale_mix * exact_formula(eta, d_mix, c_mix), rtol=1e-7)

# Neglected effects, sized with the example's own numbers.
T, B_field, g_el, spin, width = 1.0, 5.0, 10.0, 2.5, 3.0
mu_b = const.physical_constants["Bohr magneton in eV/T"][0]
kT = const.k * T / const.e
field = n_imp * b_mag + 0.5 * g_el * mu_b * B_field
st_f = fermi_states(mass, alpha, energy, field)
sig_field = conductivity(st_f, exact_paths(
    st_f, golden_rates(st_f, [(n_imp, b_mag * SX)]))[0])
mix_field = conductivity(st_f, exact_paths(
    st_f, golden_rates(st_f, [(n_imp, a_mix * ID + b_mag * SX)]))[0])

cutoff = 1.0
E_R = bn["c2"] * bn["k_r"]**2 / 2
tail = quad(lambda q: 2 * np.sqrt(E_R) / (energy + E_R - q * q), 0, np.sqrt(E_R))[0]
g_loc = N / 2 * (np.log(energy / (cutoff - energy)) + tail) - 1j * np.pi * N / 2
V_mag = b_mag * SX
T_mat = V_mag @ np.linalg.inv(ID - g_loc * V_mag)
sig_T = conductivity(st, exact_paths(st, golden_rates(st, [(n_imp, T_mat)]))[0])

gap = 2 * mu_b * B_field
x = gap / kT
p0 = (1 - np.exp(-x)) / (1 - np.exp(-(2 * spin + 1) * x))
p1 = p0 * np.exp(-x)
f_gap = 1 / (np.exp(x) + 1)
flip = 2 * (p0 * f_gap + p1 * (1 - f_gap)) / spin
diamagnetic = bn["c2"] * (const.e * B_field * width * 1e-9 / const.hbar * 1e-9)**2 / 24

d_bg = (10 - 1) / (10 + 1)
bg_exact = exact_formula(eta, d_bg, 0.0)
bg_rec = recipe_formula(eta, d_bg, 0.0)
recipe_error = abs(anisotropy(sig_exact) - anisotropy(sig_rec))
assert abs(anisotropy(sig_field) - anisotropy(sig_exact)) < 0.3 * recipe_error
assert abs(anisotropy(sig_T) - anisotropy(sig_exact)) < 0.3 * recipe_error

to_mS = const.e**2 / const.hbar * 1e3
to_mob = const.e / const.hbar / (density * 1e18) * 1e4


def pair(label, values, fmt="%.4f"):
    print(label + ": " + fmt % values[0] + ", " + fmt % values[1])


print("INPUT mass %.2f m_e, alpha %.2f eV nm, E %.2f eV" % (mass, alpha, energy))
print("INPUT impurities %.2f nm^-2, b %.2f eV nm^2" % (n_imp, b_mag))
print("largest relative error of exact formulas: %.1e" % worst)
print("weak-coupling anisotropy, exact/recipe: %.4f" % weak_ratio)
print("Rashba wave number k_R: %.4f nm^-1" % bn["k_r"])
pair("Fermi wave numbers upper, lower band (nm^-1)", (bn["k_plus"], bn["k_minus"]))
print("eta: %.4f" % eta)
print("hbar v: %.4f eV nm" % v)
print("speed v: %.3e m/s" % (v * 1e-9 * const.e / const.hbar))
print("density of states N: %.4f eV^-1 nm^-2" % N)
print("electron density: %.3e cm^-2" % (density * 1e14))
print("hbar Gamma0: %.4f meV" % (gamma0 * 1e3))
print("1/Gamma0: %.4f ps" % (const.hbar / const.e / gamma0 * 1e12))
print("length v/Gamma0: %.1f nm" % (v / gamma0))
print("sigma0: %.3f mS" % (sigma0 * to_mS))
print("PURELY MAGNETIC; pairs are xx, yy (x = moment axis)")
pair("exact / (sigma0/2)", 2 * sig_exact / sigma0)
pair("1-cos recipe / (sigma0/2)", 2 * sig_rec / sigma0)
pair("field-direction variant / (sigma0/2)", 2 * sig_dir / sigma0)
pair("variational bound / (sigma0/2)", 2 * bound / sigma0)
pair("exact conductivity (mS)", sig_exact * to_mS, "%.3f")
pair("recipe conductivity (mS)", sig_rec * to_mS, "%.3f")
pair("exact mobility (cm2/Vs)", sig_exact * to_mob, "%.0f")
pair("recipe mobility (cm2/Vs)", sig_rec * to_mob, "%.0f")
pair("recipe error (percent)", 100 * (sig_rec / sig_exact - 1), "%.2f")
pair("anisotropy (xx-yy)/(xx+yy), exact, recipe",
     (anisotropy(sig_exact), anisotropy(sig_rec)))
print("anisotropy, field-direction variant: %.4f" % anisotropy(sig_dir))
pair("path factor x, upper and lower band", (1 + eta / 3, 1 - eta / 3))
pair("path factor y, upper and lower band", (1 - eta, 1 + eta))
print("SCALAR impurities, recipe/exact: %.4f" % (sig_scalar_rec[0] / sig_scalar[0]))
print("POLARISED MIXED, a %.2f eV nm^2; d %.2f, c %.2f" % (a_mix, d_mix, c_mix))
pair("mixed exact conductivity (mS)", mix_exact * to_mS, "%.3f")
pair("mixed recipe conductivity (mS)", mix_rec * to_mS, "%.3f")
pair("mixed anisotropy exact, recipe", (anisotropy(mix_exact), anisotropy(mix_rec)))
print("NEGLECTED EFFECTS at %.0f K, %.0f T, g_el %.0f, S %.1f, width %.0f nm"
      % (T, B_field, g_el, spin, width))
print("mean exchange n b: %.2f meV" % (n_imp * b_mag * 1e3))
print("exchange plus Zeeman field: %.2f meV" % (field * 1e3))
print("Rashba splitting at inner circle: %.1f meV" % (2e3 * alpha * bn["k_plus"]))
pair("field effect, magnetic (percent)", 100 * (sig_field / sig_exact - 1), "%.2f")
pair("field effect, mixed (percent)", 100 * (mix_field / mix_exact - 1), "%.2f")
pair("b*G local, real and imaginary", (b_mag * g_loc.real, b_mag * g_loc.imag))
pair("beyond Born, cutoff 1 eV (percent)", 100 * (sig_T / sig_exact - 1), "%.2f")
print("impurity Zeeman gap / kT: %.2f" % x)
print("spin-flip rate / static rate: %.4f" % flip)
print("kT / E: %.2e" % (kT / energy))
print("hbar Gamma0 / inner splitting: %.2e" % (gamma0 / (2 * alpha * bn["k_plus"])))
print("inner k times v/Gamma0: %.1f" % (bn["k_plus"] * v / gamma0))
print("diamagnetic shift: %.4f meV" % (diamagnetic * 1e3))
pair("anisotropy with 10x scalar background, exact, recipe",
     (anisotropy(bg_exact), anisotropy(bg_rec)))
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUT mass 0.10 m_e, alpha 0.35 eV nm, E 0.10 eV
INPUT impurities 0.05 nm^-2, b 0.10 eV nm^2
largest relative error of exact formulas: 1.6e-15
weak-coupling anisotropy, exact/recipe: 2.6662
Rashba wave number k_R: 0.4593 nm^-1
Fermi wave numbers upper, lower band (nm^-1): 0.2288, 1.1474
eta: 0.6675
hbar v: 0.5243 eV nm
speed v: 7.966e+05 m/s
density of states N: 0.4177 eV^-1 nm^-2
electron density: 1.089e+13 cm^-2
hbar Gamma0: 0.6562 meV
1/Gamma0: 1.0031 ps
length v/Gamma0: 799.0 nm
sigma0: 42.599 mS
PURELY MAGNETIC; pairs are xx, yy (x = moment axis)
exact / (sigma0/2): 0.8515, 1.4456
1-cos recipe / (sigma0/2): 0.9392, 1.1825
field-direction variant / (sigma0/2): 0.8746, 1.3761
variational bound / (sigma0/2): 0.8273, 1.3149
exact conductivity (mS): 18.136, 30.791
recipe conductivity (mS): 20.004, 25.187
exact mobility (cm2/Vs): 10392, 17643
recipe mobility (cm2/Vs): 11462, 14432
recipe error (percent): 10.30, -18.20
anisotropy (xx-yy)/(xx+yy), exact, recipe: -0.2587, -0.1147
anisotropy, field-direction variant: -0.2228
path factor x, upper and lower band: 1.2225, 0.7775
path factor y, upper and lower band: 0.3325, 1.6675
SCALAR impurities, recipe/exact: 0.9519
POLARISED MIXED, a 0.05 eV nm^2; d -0.60, c 0.80
mixed exact conductivity (mS): 18.711, 44.990
mixed recipe conductivity (mS): 20.004, 40.250
mixed anisotropy exact, recipe: -0.4125, -0.3360
NEGLECTED EFFECTS at 1 K, 5 T, g_el 10, S 2.5, width 3 nm
mean exchange n b: 5.00 meV
exchange plus Zeeman field: 6.45 meV
Rashba splitting at inner circle: 160.1 meV
field effect, magnetic (percent): -0.00, -0.00
field effect, mixed (percent): 1.49, 2.26
b*G local, real and imaginary: -0.0234, -0.0656
beyond Born, cutoff 1 eV (percent): 0.43, 0.40
impurity Zeeman gap / kT: 6.72
spin-flip rate / static rate: 0.0019
kT / E: 8.62e-04
hbar Gamma0 / inner splitting: 4.10e-03
inner k times v/Gamma0: 182.8
diamagnetic shift: 0.0165 meV
anisotropy with 10x scalar background, exact, recipe: -0.0498, -0.0186
ALL CHECKS PASSED
```
